# Kinetic surface energy of neutral free electrons at a hard wall

Q: You want to assign a kinetic energy to the surface of a free-electron metal. Energy relative to what? A box of electrons has a kinetic energy, and I see no part of it labelled "surface".

A: The label comes from a subtraction. Take a thick slab, compute its kinetic energy, and subtract the kinetic energy that the same number of electrons would have deep inside the metal. What remains does not grow with thickness. Half of it, per unit area, is the kinetic surface energy $\sigma$ of one face.

The model is this. The electrons are independent, two per orbital, at zero temperature. The ions are smeared into a uniform positive background of number density $n=k_F^3/(3\pi^2)$, which defines the Fermi wavevector $k_F$. The electrons are confined by two infinitely high plane walls a distance $L$ apart. The slab is neutral as a whole, and far from the walls the electron density equals $n$. The Fermi energy is $E_F=\hbar^2k_F^2/(2m)$. Electrostatic and exchange-correlation energies are not part of $\sigma$.

Q: Then start with the levels. What does the wall do to them?

A: The wave function vanishes at both walls, so its normal part is $\sin k_jz$ with $k_j=j\pi/L$ and $j=1,2,\dots$. The value $j=0$ gives a function that is zero everywhere, hence no state.

Parallel to the surface the motion is free. For each $j$ the occupied parallel wavevectors $q$ fill a disc of radius $Q$, with $Q^2=k_F^2-k_j^2$. With two spins, the number of states per area is $2\,d^2q/(2\pi)^2=q\,dq/\pi$. The disc therefore holds, per area,

$$f_N(k)=\frac1\pi\int_0^Q q\,dq=\frac{k_F^2-k^2}{2\pi}$$

electrons, taken at $k=k_j$. Their kinetic energy is $(\hbar^2/2m)f_T(k)$, with

$$f_T(k)=\frac1\pi\int_0^Q(q^2+k^2)\,q\,dq=\frac{Q^2(Q^2+2k^2)}{4\pi}=\frac{k_F^4-k^4}{4\pi}.$$

The last form follows from $Q^2+2k^2=k_F^2+k^2$.

Q: You will now replace the sum over $j$ by an integral. The surface term is a small correction to that integral, so the replacement could destroy the very thing you want.

A: It would, if done carelessly. Let $\delta=\pi/L$, let $f$ be either function, and let $k_M$ be the highest occupied level. The trapezoidal rule on $[0,k_M]$ reads

$$\int_0^{k_M}f\,dk=\delta\left[\tfrac12f(0)+\sum_{j=1}^{M-1}f(k_j)+\tfrac12f(k_M)\right]+O(\delta^2).$$

Solved for the full sum, it gives

$$\delta\sum_{j=1}^{M}f(k_j)=\int_0^{k_M}f\,dk-\tfrac12\delta f(0)+\tfrac12\delta f(k_M)+O(\delta^2).$$

Now $f(k_F)=0$ and $k_F-k_M<\delta$, so $f(k_M)\le C\delta$, where $C$ is the largest slope of $f$ in size. The term $\tfrac12\delta f(k_M)$ is then at most $C\delta^2/2$, and so is the missing piece of the integral between $k_M$ and $k_F$. Dividing by $\delta$,

$$\sum_{j=1}^{M}f(k_j)=\frac L\pi\int_0^{k_F}f\,dk-\frac{f(0)}2+O(1/L).$$

The surface term is $-f(0)/2$. With the integrals $\int_0^{k_F}(k_F^2-k^2)dk=\tfrac23k_F^3$ and $\int_0^{k_F}(k_F^4-k^4)dk=\tfrac45k_F^5$, the number $N$ and kinetic energy $T$ per area $A$ are, up to terms $O(1/L)$,

$$\frac NA=\frac{Lk_F^3}{3\pi^2}-\frac{k_F^2}{4\pi},\qquad \frac TA=\frac{\hbar^2}{2m}\left[\frac{Lk_F^5}{5\pi^2}-\frac{k_F^4}{8\pi}\right].$$

Q: The energy correction is negative. So the surface lowers the kinetic energy?

A: Not for a given number of electrons, because the number is lowered too. The ratio of the two terms in $L$ gives the bulk energy per electron, $\tfrac35E_F$. Subtracting this for every electron present,

$$2\sigma=\frac TA-\frac35E_F\frac NA=\frac{\hbar^2}{2m}\left[-\frac{k_F^4}{8\pi}+\frac35\,\frac{k_F^4}{4\pi}\right]=\frac{\hbar^2}{2m}\frac{k_F^4}{\pi}\left[\frac3{20}-\frac18\right]=\frac{\hbar^2}{2m}\frac{k_F^4}{40\pi}.$$

The terms in $L$ have cancelled. One face has half of this:

$$\boxed{\sigma=\frac{\hbar^2k_F^4}{160\pi m}=\frac{E_Fk_F^2}{80\pi}}$$

The sign has a simple reading. The surface term removes $k_F^2/(8\pi)$ electrons per area of each face, taken from a disc with $k=0$, where the mean energy is $\tfrac12E_F$. That is less than the bulk mean of $\tfrac35E_F$. To keep the number fixed they are replaced by bulk electrons, at a cost of $\tfrac1{10}E_F$ each, and $\tfrac1{10}E_F\times k_F^2/(8\pi)$ is the result above.

Q: You announced a neutral metal, but the background did not enter that calculation. Where is neutrality?

A: It entered when I used the bulk value of $k_F$ for the slab. First, the density inside must really be $n$. Near one wall at $z=0$ each normalized wave has density $(2/L)\sin^2kz$, and there are $L\,dk/\pi$ levels in $dk$, so for large $L$

$$n(z)=\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)\sin^2(kz)\,dk.$$

Write $\sin^2kz=\tfrac12(1-\cos2kz)$. The constant part gives $k_F^3/(3\pi^2)=n$. For the cosine part set $x=2k_Fz$ and integrate by parts twice:

$$\int_0^{k_F}(k_F^2-k^2)\cos2kz\,dk=\frac1z\int_0^{k_F}k\sin2kz\,dk=2k_F^3\,\frac{\sin x-x\cos x}{x^3}.$$

Multiplication by $-1/(2\pi^2)$ and use of $k_F^3/\pi^2=3n$ give

$$n(z)=n\left[1-3\,\frac{\sin x-x\cos x}{x^3}\right].$$

This tends to $n$ at large depth, as required. Second, the total charge must vanish. A background of thickness $D$ needs $N/A=nD$, hence

$$D=L-\frac{k_F^2}{4\pi}\,\frac{3\pi^2}{k_F^3}=L-2d,\qquad d=\frac{3\pi}{8k_F}.$$

Each wall stands a distance $d$ outside the edge of the background. Neutrality is global, not local: there are electrons between the wall and the background edge, and a matching deficit further in. This dipole layer pulls back an electron that leaves the metal, so it adds to the work function.

Q: Why not put the wall at the background edge? The slab would still be neutral.

A: In total, yes, but not in its interior. With $L=D$ and the same $N$, each face has lost the length $d$, and the electrons are compressed. The bulk energy varies with volume $V$ as $V^{-2/3}$, so the pressure is $P=\tfrac23\cdot\tfrac35nE_F=\tfrac25nE_F$. To leading order in a thick slab the extra energy per face is

$$Pd=\frac25\,\frac{k_F^3}{3\pi^2}\,E_F\,\frac{3\pi}{8k_F}=\frac{E_Fk_F^2}{20\pi}.$$

Added to $E_Fk_F^2/(80\pi)$ this makes $E_Fk_F^2/(16\pi)=\hbar^2k_F^4/(32\pi m)$, five times the neutral value. A direct sum over levels with $k_FD=4000$ and $L=D$ gave a ratio of 5.002.

That arrangement is not available to a thick charged system. The surplus density inside leaves a field that varies linearly across the slab and reaches about $end/\epsilon_0$ near the faces, with $e$ the elementary charge. Its energy per area grows in proportion to $D$. The electrons avoid this cost by restoring the density $n$ inside.

Q: Your derivation dropped terms of order $1/L$. How thick must the slab be?

A: Not very thick. I summed the levels directly for neutral slabs, with $n$ fixed and $L=D+2d$, at 21 thicknesses covering a range $\pi$ in $k_FD$. For $k_FD$ starting at 50 the largest error, relative to the formula, was $2.3\times10^{-3}$. Starting at 400 it was $3.9\times10^{-5}$. An eightfold thickness thus reduced the error by a factor of about 58, close to an inverse square and faster than the bound I derived. The gain comes from fixing the number of electrons. The $1/L$ terms in $N$ and $T$ are proportional to the slopes of $f_N$ and $f_T$ at $k_F$. At fixed $N$ they enter as $f_T'(k_F)-k_F^2f_N'(k_F)$, which is zero. If instead the Fermi level is held at its bulk value, the error falls only as $1/L$, reaching about 8% near $k_FD=50$ and 1% near 400.

Q: Give me a number for a metal that someone would actually deposit as a contact.

A: Take rough values in the regime of aluminium: 180 conduction electrons per nm³ and a work function of 4.3 eV. The second value is not needed yet. Then

$$k_F=(3\pi^2\times180)^{1/3}\ \text{nm}^{-1}=17.47\ \text{nm}^{-1},$$

$$E_F=0.03810\times17.47^2\ \text{eV}=11.6\ \text{eV},\qquad d=\frac{1.178}{17.47}\ \text{nm}=0.067\ \text{nm},$$

$$\sigma=\frac{11.63\times17.47^2}{80\pi}\ \text{eV/nm}^2=14.1\ \text{eV/nm}^2,$$

which is 2.26 J/m². With the wall at the background edge the leading-order value would be 71 eV/nm².

Q: No metal surface is an infinite wall. An electron at the Fermi level is held back by 4.3 eV, less than half of its kinetic energy. Does the number survive?

A: It does not, and a step of finite height $V_0$ shows why. Define $k_0^2=2mV_0/\hbar^2$ with $k_0>k_F$, and $\kappa=\sqrt{k_0^2-k^2}$. Inside, the wave is $\sin(kz+\gamma)$; outside, at $z<0$, it decays as $e^{\kappa z}$. Matching value and slope gives $k\cot\gamma=\kappa$, hence $\sin\gamma=k/k_0$ and $d\gamma/dk=1/\kappa$. The same condition at the other face requires $kL+2\gamma=j\pi$, so the number of levels per $dk$ is $(L+2/\kappa)/\pi$. As before, $j=0$ is absent and contributes $-f(0)/2$.

The level energy $\hbar^2k^2/2m$ now includes potential energy from the tails, which must be removed. For unit amplitude the inside norm is $L/2+\kappa/k_0^2$, and the two tails add $\sin^2\gamma/\kappa=k^2/(k_0^2\kappa)$. Since $\kappa^2+k^2=k_0^2$, the total is $L/2+1/\kappa$. The probability of being in one tail is therefore

$$\frac{k^2/(2k_0^2\kappa)}{L/2+1/\kappa}=\frac{k^2}{k_0^2\kappa\,(L+2/\kappa)}.$$

Multiplying by the level density, by $f_N$ and by $V_0=\hbar^2k_0^2/2m$ gives a potential energy per face of $(\hbar^2/2m)(1/\pi)\int_0^{k_F}(k^2f_N/\kappa)\,dk$.

Now let $g=f_T-\tfrac35k_F^2f_N$, the excess over the bulk mean. Its integral from 0 to $k_F$ is $k_F^5/(5\pi)-k_F^5/(5\pi)=0$, so nothing grows with $L$. Its end term per face is $-g(0)/4=k_F^4/(80\pi)$. Together,

$$\sigma_{\rm step}=\frac{\hbar^2}{2m}\left[\frac{k_F^4}{80\pi}+\frac1\pi\int_0^{k_F}\frac{g(k)-k^2f_N(k)}{\sqrt{k_0^2-k^2}}\,dk\right].$$

Q: Does this return to the hard wall when the step is high?

A: Yes, but slowly. For $k_0\gg k_F$ the root tends to $k_0$, the integral of $g$ vanishes, and $\int_0^{k_F}k^2f_N\,dk=k_F^5/(15\pi)$. Hence

$$\sigma_{\rm step}\simeq\sigma\left[1-\frac{16}{3\pi}\frac{k_F}{k_0}\right].$$

The correction falls only as $V_0^{-1/2}$. To bring it down to 10% one needs $k_0\approx17k_F$, a step of nearly $300E_F$.

For the aluminium-like numbers the step is $11.6+4.3=15.9$ eV, or $1.37E_F$, where the full integral is needed. It gives $-0.00277\,E_Fk_F^2$, against $+0.00398\,E_Fk_F^2$ for the hard wall. In energy units, $+14.1$ has become $-9.8$ eV/nm². I tested the step formula by diagonalizing finite wells in a sine basis, averaged over eight widths within one filling period starting at $k_FL=60$. That gave $-0.00278\,E_Fk_F^2$.

Q: So the sign is wrong. What turned it round?

A: The tails. Take the local kinetic energy as the level energy minus the local potential. Beyond the step it is lower by $V_0$ than inside, and it is negative, because the level lies below the potential there. This division in space depends on the definition: with the form $|\nabla\psi|^2$ the tails count as positive and the lowering appears inside, while the total is the same. In the formula this lowering by $V_0$, weighted with the probability of being in the tail, is the term $-k^2f_N/\kappa$. At fixed density the kinetic surface energy changes sign at a step height of $3.2E_F$, here 37 eV, more than twice the actual step.

Q: And the other things you left out?

A: On the hard-wall density, the field energy of the dipole layer is 0.85 eV/nm². The exchange-correlation energy, in the local-density approximation with Perdew–Wang correlation, is higher than that of the same electrons in the bulk by 7.6 eV/nm². Both would change on a softer density.

Temperature matters much less. Use units with $\hbar^2/2m=1$, let $\tau$ be $k_BT$ (here $T$ is the temperature), $\mu$ the chemical potential and $t=\tau/\mu$. To order $t^2$ the $k=0$ disc holds $\mu/(2\pi)$ electrons with energy $(\mu^2/2+\pi^2\tau^2/6)/(2\pi)$, and the bulk mean energy is $\tfrac35\mu(1+\pi^2t^2/2)$. The end term per face is minus one quarter of the disc's excess:

$$\sigma(T)=-\frac1{8\pi}\left[\frac{\mu^2}2+\frac{\pi^2\tau^2}6-\frac35\mu^2-\frac{3\pi^2\tau^2}{10}\right]=\frac{\mu^2}{80\pi}\left[1+\frac{4\pi^2t^2}3\right].$$

At fixed density $\mu=E_F(1-\pi^2t^2/12)$, so $\mu^2$ contributes $-\pi^2t^2/6$. The relative rise is $(7\pi^2/6)(k_BT/E_F)^2$, or $6\times10^{-5}$ at 300 K. For a 5 nm film, with $k_FD=87$, the hard-wall value differs from the thick limit by $-2\times10^{-4}$ of itself. This difference oscillates with the filling of the levels, so a slightly different thickness can give a larger one, though still below the $2.3\times10^{-3}$ found from $k_FD=50$.

Q: Then how should I set your 2.26 J/m² beside real aluminium?

A: With care. The measured surface energy of aluminium is roughly 1 J/m², but it is a total energy, so the similar size does not support the model. The inputs are typical of the metal; the infinite wall is not. Replacing it by the finite step, at the same density, moves the kinetic part by about $-24$ eV/nm², more than its own size. A real surface also has a lattice, and its density relaxes self-consistently; neither is included. The step value is therefore no estimate either. A self-consistent local-density calculation for the uniform background at this density gives a kinetic part near $-28$ eV/nm², about three times the step value, and a total near $-4$ eV/nm², negative, unlike the measured value. At a contact with a semiconductor the outside is a crystal with its own bands, which neither wall nor step describes. The boxed formula is a sound result for confined free electrons and a useful check on surface calculations for independent electrons in a flat potential behind a very high barrier. It is not an estimate of the energy needed to create an aluminium surface. The remaining figures are in the numerical output.

## Computed values

```
TESTS, reduced units
kF*D from 50: largest relative error of sigma = 2.26e-03
kF*D from 100: largest relative error of sigma = 5.95e-04
kF*D from 200: largest relative error of sigma = 1.51e-04
kF*D from 400: largest relative error of sigma = 3.89e-05
wall at background edge: sigma ratio = 5.0020
kF*d counted from levels = 1.1778
kF*d from formula = 1.1781
finite step, formula: sigma/(EF kF^2) = -0.002772
finite step, diagonalization: same = -0.002777
hard wall: sigma/(EF kF^2) = 0.003979
thermal test, kT/EF = 0.03: relative shift = 0.01032
thermal formula, same case = 0.01036
EXAMPLE, rough inputs in the regime of aluminium
electron density = 180 nm^-3
work function = 4.3 eV
hbar^2/(2m) = 0.03810 eV nm^2
Fermi wavevector = 17.468 nm^-1
Fermi energy = 11.625 eV
wall offset d = 0.0674 nm
kinetic surface energy = 14.113 eV/nm^2
kinetic surface energy = 2.261 J/m^2
with wall at background edge = 70.56 eV/nm^2
NEGLECTED EFFECTS
step height EF + work function = 15.925 eV
step height over Fermi energy = 1.370
kinetic surface energy, finite step = -9.83 eV/nm^2
step height for zero kinetic term = 3.213 EF
the same height = 37.36 eV
electrostatic, hard-wall density = 0.85 eV/nm^2
LDA exchange-correlation, same = 7.59 eV/nm^2
temperature = 300 K, kT/EF = 2.224e-03
relative thermal shift = 5.69e-05
film thickness = 5.0 nm, kF*D = 87.34
relative shift of sigma in film = -2.13e-04
```
